**Penn gap of silicon: inversion and numerical tests**

The program inverts the one-oscillator Penn model, \(E_P=E_{pl}/\sqrt{\varepsilon-1}\), where \(\varepsilon\) is the static relative permittivity, \(E_{pl}\) the free-electron valence plasmon energy and \(E_P\) the average gap. For \(\varepsilon=11.7\) and \(E_{pl}=16.6\) eV it prints 5.075 eV, which is 4.61 times the rough fundamental gap of 1.1 eV. It asserts that the finite-field polarizability of an anharmonic quantum well agrees with its oscillator-strength sum, and that the average gap lies above the first excitation. It also asserts that solving a numerical Kramers–Kronig integral over a broadened absorption line for the gap reproduces the closed inversion. For a one-dimensional crystal it asserts that the strengths sum to one, that the average gap exceeds the edge gap, and that their ratio approaches \(\sqrt{3/2}\) for a weak potential. A numerical search for the energy-loss peak confirms its position in the one-oscillator model. The output also gives the shifts due to input rounding and temperature, the edge gap estimated with band dispersion, and the Penn gap under the other reading of the plasmon energy.

## Program and output

```python
# Result under test: the one-oscillator Penn model of a semiconductor,
#   eps = 1 + (E_pl / E_P)**2   so that   E_P = E_pl / sqrt(eps - 1),
# where eps is the static relative permittivity, E_pl the free-electron
# plasmon energy of the valence electrons and E_P the average (Penn) gap.
# For a real spectrum 1/E_P**2 is the mean of 1/E**2 weighted by oscillator
# strength, so E_P cannot lie below the onset of absorption.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

eps_static = 11.7          # given, silicon
plasmon_eV = 16.6          # given, silicon valence electrons
fundamental_eV = 1.1       # rough indirect gap of silicon
cell_edge_nm = 0.54        # rough cubic cell edge, eight atoms per cell
eps_rise_per_K = 1e-4      # rough relative rise of permittivity
temperature_step_K = 100.0


def penn_gap(eps, plasmon):
    return plasmon / np.sqrt(eps - 1.0)


gap_eV = penn_gap(eps_static, plasmon_eV)

# Valence density and free-electron Fermi energy implied by the plasmon energy
omega_pl = plasmon_eV * const.e / const.hbar
density = const.epsilon_0 * const.m_e * omega_pl**2 / const.e**2
electrons_per_atom = density * (cell_edge_nm * 1e-9)**3 / 8
fermi_eV = (const.hbar**2 * (3 * np.pi**2 * density)**(2 / 3)
            / (2 * const.m_e) / const.e)
assert abs(electrons_per_atom - 4) < 0.2   # rough cell edge allows a few percent


# Test 1: quantum well (hbar = m = e = 1), finite-field polarizability
# against the sum of strength / energy**2
def well_response(cubic, quartic, size=80):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    x = (lower + lower.T) / np.sqrt(2)
    p = 1j * (lower.T - lower) / np.sqrt(2)
    x2 = x @ x
    ham = (p @ p).real / 2 + x2 / 2 + cubic * x2 @ x + quartic * x2 @ x2
    energy, states = np.linalg.eigh(ham)
    excitation = energy[1:] - energy[0]
    strength = 2 * excitation * (states[:, 1:].T @ x @ states[:, 0])**2
    field = 1e-3
    position = []
    for sign in (1, -1):
        ground = np.linalg.eigh(ham - sign * field * x)[1][:, 0]
        position.append(ground @ x @ ground)
    polarizability = (position[0] - position[1]) / (2 * field)
    return (polarizability, strength.sum(),
            (strength / excitation**2).sum(), excitation[0])


well_alpha, well_sum, well_mean, well_onset = well_response(0.2, 0.3)
assert abs(well_sum - 1) < 1e-6
assert abs(well_alpha - well_mean) < 1e-5   # finite field error is of order field**2
assert well_alpha**-0.5 > well_onset
harmonic_alpha, _, _, harmonic_onset = well_response(0.0, 0.0)
assert abs(harmonic_alpha**-0.5 - harmonic_onset) < 1e-6


# Test 2: invert a numerical Kramers-Kronig integral over a broadened line
def static_eps_from_absorption(line_eV, width_eV=1.0):
    def absorption_over_energy(energy):
        return (plasmon_eV**2 * width_eV
                / ((line_eV**2 - energy**2)**2 + (width_eV * energy)**2))
    low = quad(absorption_over_energy, 0, 50, points=[line_eV], limit=200)[0]
    high = quad(absorption_over_energy, 50, np.inf)[0]
    return 1 + 2 / np.pi * (low + high)


gap_from_integral = brentq(
    lambda line: static_eps_from_absorption(line) - eps_static, 2, 12)
assert abs(gap_from_integral - gap_eV) < 1e-5


# Test 3: one-dimensional crystal, hbar**2/(2m) = 1, zone edge at k = 1,
# free-electron Fermi energy 1, one filled band, potential 2*U*cos(2x)
def crystal(potential, points=2000, waves=4):
    shifts = 2.0 * np.arange(-waves, waves + 1)
    count = len(shifts)
    coupling = potential * (np.eye(count, k=1) + np.eye(count, k=-1))

    def hamiltonian(k):
        momentum = k[:, None] + shifts
        return momentum, momentum[:, :, None]**2 * np.eye(count) + coupling

    k = -1 + (np.arange(points) + 0.5) * 2 / points
    momentum, ham = hamiltonian(k)
    energy, states = np.linalg.eigh(ham)
    element = np.einsum('ki,ki,kic->kc', states[:, :, 0], momentum,
                        states[:, :, 1:])
    transition = energy[:, 1:] - energy[:, :1]
    strength = 4 * element**2 / transition
    edge = np.linalg.eigvalsh(hamiltonian(np.array([1.0]))[1])[0]
    total = strength.sum(axis=1).mean()
    average_gap = (strength / transition**2).sum(axis=1).mean()**-0.5
    return total, average_gap, edge[1] - edge[0]


edge_gap_eV = np.sqrt(2 / 3) * gap_eV
edge_over_fermi = edge_gap_eV / fermi_eV
crystal_ratios = []
for potential in (0.02, edge_over_fermi / 2):
    total, average_gap, direct_gap = crystal(potential)
    assert abs(total - 1) < 1e-5
    assert average_gap > direct_gap
    crystal_ratios.append(average_gap / direct_gap)
assert abs(crystal_ratios[0] - np.sqrt(1.5)) < 2e-3   # corrections vanish with U

# Test 4: loss peak of the one-oscillator model, found numerically
def loss_peak(line_eV, plasmon, width_eV=0.01):
    energy = np.arange(10, 25, 0.0005)
    eps = 1 + plasmon**2 / (line_eV**2 - energy**2 - 1j * width_eV * energy)
    return energy[np.argmax((-1 / eps).imag)]


loss_peak_eV = np.hypot(plasmon_eV, gap_eV)
assert abs(loss_peak(gap_eV, plasmon_eV) - loss_peak_eV) < 0.002
gap_if_peak_eV = plasmon_eV / np.sqrt(eps_static)
free_plasmon_if_peak = gap_if_peak_eV * np.sqrt(eps_static - 1)
assert abs(loss_peak(gap_if_peak_eV, free_plasmon_if_peak) - plasmon_eV) < 0.002

# Sensitivity to the last digit of each input, and to temperature
shift_eps = penn_gap(eps_static + 0.05, plasmon_eV) - gap_eV
shift_plasmon = penn_gap(eps_static, plasmon_eV + 0.05) - gap_eV
assert abs(shift_eps + gap_eV * 0.05 / (2 * (eps_static - 1))) < 1e-4
assert abs(shift_plasmon - gap_eV * 0.05 / plasmon_eV) < 1e-6
eps_warm = eps_static * (1 + eps_rise_per_K * temperature_step_K)
shift_warm = penn_gap(eps_warm, plasmon_eV) - gap_eV

# Contrast with the fundamental gap
eps_from_fundamental = 1 + (plasmon_eV / fundamental_eV)**2
assert gap_eV > fundamental_eV
eV_nm = const.h * const.c / const.e * 1e9

print(f"static permittivity (given): {eps_static:.1f}")
print(f"valence plasmon energy (given): {plasmon_eV:.1f} eV")
print(f"rough fundamental gap (input): {fundamental_eV:.1f} eV")
print(f"rough cell edge (input): {cell_edge_nm:.2f} nm")
print(f"valence electron density: {density * 1e-6:.3e} cm^-3")
print(f"valence electrons per atom: {electrons_per_atom:.2f}")
print(f"free-electron Fermi energy: {fermi_eV:.2f} eV")
print(f"permittivity minus one: {eps_static - 1:.1f}")
print(f"square root of that: {np.sqrt(eps_static - 1):.4f}")
print(f"Penn gap: {gap_eV:.3f} eV")
print(f"Penn gap from Kramers-Kronig integral: {gap_from_integral:.3f} eV")
print(f"Penn gap as wavelength: {eV_nm / gap_eV:.0f} nm")
print(f"fundamental gap as wavelength: {eV_nm / fundamental_eV:.0f} nm")
print(f"Penn gap / fundamental gap: {gap_eV / fundamental_eV:.2f}")
print(f"Penn gap - fundamental gap: {gap_eV - fundamental_eV:.2f} eV")
print(f"permittivity if E_P were fundamental gap: {eps_from_fundamental:.0f}")
print(f"shift for permittivity +0.05: {shift_eps:+.3f} eV")
print(f"shift for plasmon energy +0.05 eV: {shift_plasmon:+.3f} eV")
print(f"well: finite-field polarizability: {well_alpha:.5f} (hbar=m=e=1)")
print(f"well: strength sum over energy^2: {well_mean:.5f} (hbar=m=e=1)")
print(f"well: average gap: {well_alpha**-0.5:.4f} (hbar=m=e=1)")
print(f"well: first excitation: {well_onset:.4f} (hbar=m=e=1)")
print(f"crystal: average/edge gap, weak potential: {crystal_ratios[0]:.4f}")
print(f"narrow-gap limit sqrt(3/2): {np.sqrt(1.5):.4f}")
print(f"edge gap with band dispersion: {edge_gap_eV:.2f} eV")
print(f"edge gap / Fermi energy: {edge_over_fermi:.3f}")
print(f"crystal: average/edge gap at that ratio: {crystal_ratios[1]:.4f}")
print(f"loss peak of one-oscillator model: {loss_peak_eV:.2f} eV")
print(f"Penn gap if 16.6 eV is the loss peak: {gap_if_peak_eV:.2f} eV")
print(f"rough permittivity rise (input): {eps_rise_per_K:.0e} per K")
print(f"temperature step (input): {temperature_step_K:.0f} K")
print(f"Penn gap shift for that step: {shift_warm:+.3f} eV")
print("all good")
```

Printed output:

```
static permittivity (given): 11.7
valence plasmon energy (given): 16.6 eV
rough fundamental gap (input): 1.1 eV
rough cell edge (input): 0.54 nm
valence electron density: 1.998e+23 cm^-3
valence electrons per atom: 3.93
free-electron Fermi energy: 12.46 eV
permittivity minus one: 10.7
square root of that: 3.2711
Penn gap: 5.075 eV
Penn gap from Kramers-Kronig integral: 5.075 eV
Penn gap as wavelength: 244 nm
fundamental gap as wavelength: 1127 nm
Penn gap / fundamental gap: 4.61
Penn gap - fundamental gap: 3.97 eV
permittivity if E_P were fundamental gap: 229
shift for permittivity +0.05: -0.012 eV
shift for plasmon energy +0.05 eV: +0.015 eV
well: finite-field polarizability: 0.48530 (hbar=m=e=1)
well: strength sum over energy^2: 0.48530 (hbar=m=e=1)
well: average gap: 1.4355 (hbar=m=e=1)
well: first excitation: 1.4319 (hbar=m=e=1)
crystal: average/edge gap, weak potential: 1.2247
narrow-gap limit sqrt(3/2): 1.2247
edge gap with band dispersion: 4.14 eV
edge gap / Fermi energy: 0.332
crystal: average/edge gap at that ratio: 1.2242
loss peak of one-oscillator model: 17.36 eV
Penn gap if 16.6 eV is the loss peak: 4.85 eV
rough permittivity rise (input): 1e-04 per K
temperature step (input): 100 K
Penn gap shift for that step: -0.028 eV
all good
```
